# The Multipolar Gauge: Potentials from Fields and Their Multipole Expansion, part 2

The problem is to write the Hamiltonian of an atom or molecule in given, spatially varying classical external fields, and to expand the coupling in multipoles. In Hartree atomic units, with \(\hbar=1\) and no factor of \(c\) in the coupling, a particle of charge \(q\) and mass \(m\) has

\[
H=\frac{(\mathbf p-q\mathbf A)^2}{2m}+V(\mathbf r)+q\phi,\qquad \mathbf E=-\nabla\phi-\partial_t\mathbf A,\qquad \mathbf B=\nabla\times\mathbf A .
\]

The internal binding \(V\) is local, the centre \(\mathbf R\) is fixed, \(\mathbf x=\mathbf r-\mathbf R\), and repeated indices are summed. The multipolar gauge has \(\mathbf x\cdot\mathbf A=0\) and \(\phi(\mathbf R,t)=0\), with potentials

\[
\phi(\mathbf r,t)=-\mathbf x\cdot\int_0^1 \mathbf E(\mathbf R+\lambda\mathbf x,t)\,d\lambda,\qquad
\mathbf A(\mathbf r,t)=\int_0^1\lambda\,\mathbf B(\mathbf R+\lambda\mathbf x,t)\,d\lambda\times\mathbf x. \tag{1}
\]

A second derivation reaches (1) from arbitrary potentials \(\phi',\mathbf A'\) by \(\psi=e^{iq\chi}\psi'\), \(\mathbf A=\mathbf A'+\nabla\chi\), \(\phi=\phi'-\partial_t\chi\), with

\[
\chi(\mathbf r,t)=-\int_0^1\mathbf x\cdot\mathbf A'(\mathbf R+\lambda\mathbf x,t)\,d\lambda+\int_0^t\phi'(\mathbf R,t')\,dt'. \tag{6}
\]

For static potentials this moves every level \(\mathcal E\) by \(-q\phi'(\mathbf R)\). The divergence of \(\mathbf A\) is

\[
\nabla\cdot\mathbf A=\int_0^1\lambda^2\,\mathbf x\cdot(\nabla\times\mathbf B)\,d\lambda. \tag{7}
\]

Taylor expansion about \(\mathbf R\), with the derivatives acting on the fields there, gives

\[
\phi=-\sum_{n}\frac{x_i(\mathbf x\cdot\nabla)^nE_i}{(n+1)!},\qquad \mathbf A=\sum_n\frac{[(\mathbf x\cdot\nabla)^n\mathbf B]\times\mathbf x}{n!\,(n+2)}. \tag{8}
\]

With \(\mathbf d=q\mathbf x\) and \(\Theta_{ij}=\tfrac q2(3x_ix_j-|\mathbf x|^2\delta_{ij})\), the electric coupling is

\[
q\phi=-\mathbf d\cdot\mathbf E-\tfrac13\Theta_{ij}\,\partial_jE_i-\tfrac q6|\mathbf x|^2\,\nabla\cdot\mathbf E+O(|\mathbf x|^3). \tag{9}
\]

An accompanying program checks the results numerically. Its generic test field is non-polynomial and time-dependent, with sources; the "non-Maxwell remainders" in its output are the errors of the fields recovered from (1) when the given fields are altered to violate the homogeneous Maxwell equations, and the "trace term" is the last explicit term of (9).

### Magnetic terms

Write \(\mathbf B\) for \(\mathbf B(\mathbf R)\), \(G_{lj}=\partial_lB_j(\mathbf R)\) and \(B_{1j}=x_lG_{lj}\). Then \(\mathbf A=\mathbf A_0+\mathbf A_1+\dots\) with \(\mathbf A_0=\tfrac12\mathbf B\times\mathbf x\) and \(\mathbf A_1=\tfrac13\mathbf B_1\times\mathbf x\), and the kinetic term is \(p^2/2m-(q/2m)(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+q^2A^2/2m\).

Let \(L_j=\epsilon_{jki}x_kp_i\) be the canonical angular momentum about \(\mathbf R\). The symbol \(\epsilon_{jki}\) forces \(k\ne i\), so \(x_k\) and \(p_i\) commute inside it. For \(\mathbf A_0\), both orderings give \(\tfrac12\epsilon_{ijk}B_jx_kp_i=\tfrac12B_jL_j\), using the cyclic property \(\epsilon_{ijk}=\epsilon_{jki}\). The coupling is \(-(q/2m)\,\mathbf L\cdot\mathbf B=-\boldsymbol\mu\cdot\mathbf B\) with the orbital moment \(\boldsymbol\mu=q\mathbf L/2m\). For \(\mathbf A_1\) there is an extra factor \(x_l\), which stays on the side away from \(p_i\):

\[
\mathbf A_1\cdot\mathbf p=\tfrac13G_{lj}\,x_l\,\epsilon_{jki}x_kp_i=\tfrac13G_{lj}\,x_lL_j,\qquad
\mathbf p\cdot\mathbf A_1=\tfrac13G_{lj}\,\epsilon_{jki}p_ix_k\,x_l=\tfrac13G_{lj}\,L_jx_l .
\]

The two orderings differ by \(\tfrac13G_{lj}[L_j,x_l]\). With \([L_j,x_l]=i\epsilon_{jlk}x_k\), \(\epsilon_{jlk}=-\epsilon_{klj}\) and \((\nabla\times\mathbf B)_k=\epsilon_{klj}G_{lj}\),

\[
G_{lj}[L_j,x_l]=-i\,\mathbf x\cdot\nabla\times\mathbf B ,
\]

which agrees with \(\mathbf p\cdot\mathbf A-\mathbf A\cdot\mathbf p=-i\nabla\cdot\mathbf A\) and the lowest term of (7), where \(\int_0^1\lambda^2d\lambda=\tfrac13\). The square is \(A^2=\tfrac14|\mathbf B\times\mathbf x|^2+\tfrac13(\mathbf B\times\mathbf x)\cdot(\mathbf B_1\times\mathbf x)+\tfrac19|\mathbf B_1\times\mathbf x|^2\), the middle factor being \(2\cdot\tfrac12\cdot\tfrac13\), and \(|\mathbf B\times\mathbf x|^2=B^2|\mathbf x|^2-(\mathbf B\cdot\mathbf x)^2\). Collecting terms,

\[
\begin{aligned}
H_{\rm mag}={}&-\frac q{2m}\mathbf L\cdot\mathbf B-\frac q{6m}G_{lj}\,(x_lL_j+L_jx_l)+\frac{q^2}{8m}\big[B^2|\mathbf x|^2-(\mathbf B\cdot\mathbf x)^2\big]\\
&+\frac{q^2}{6m}(\mathbf B\times\mathbf x)\cdot(\mathbf B_1\times\mathbf x)+\frac{q^2}{18m}|\mathbf B_1\times\mathbf x|^2 .
\end{aligned}\tag{10}
\]

The terms are the magnetic dipole, the magnetic quadrupole, the diamagnetic coupling and its two gradient corrections. Equation (10) is exact for a field linear in \(\mathbf x\), and the program verifies it, with the commutator, symbolically on an arbitrary function for a nonsymmetric \(G\). For a curved field the \(n=2\) term \(\mathbf A_2\) of (8) adds a magnetic octupole coupling, and \((q^2/m)\,\mathbf A_0\cdot\mathbf A_2\) has the same fourth degree in \(\mathbf x\) as the last term of (10) and has to accompany it.

The diamagnetic operator is \(q^2B^2\rho^2/8m\), with \(\rho\) the distance from the straight line through \(\mathbf R\) along \(\mathbf B(\mathbf R)\); it is never negative. For a state with angular momentum \(m_l\neq0\) along \(\mathbf B\), its expectation value stands to the magnetic dipole term as \(|q|B\langle\rho^2\rangle/4|m_l|\), which grows linearly with the field. For a spinless state of zero angular momentum in a spherical \(V\) centred at \(\mathbf R\), \(\mathbf L\) annihilates the state and the diamagnetic term is the leading shift in a uniform field.

## Moving the centre

The second derivation, started from the potentials \(\phi_{\mathbf R},\mathbf A_{\mathbf R}\) of centre \(\mathbf R\) and aimed at a centre \(\mathbf R'\), has by (6) \(\chi=-\int_{\mathbf R'}^{\mathbf r}\mathbf A_{\mathbf R}\cdot d\mathbf l+\int_0^t\phi_{\mathbf R}(\mathbf R',t')\,dt'\) along the straight segment. Close the segment to the loop \(\mathbf R\to\mathbf R'\to\mathbf r\to\mathbf R\). The two added sides are radial from \(\mathbf R\), where \(\mathbf A_{\mathbf R}\cdot d\mathbf l=0\). By Stokes' theorem the line integral is the flux \(\Phi\) through the triangle, with normal along \((\mathbf R'-\mathbf R)\times(\mathbf r-\mathbf R)\), provided that the triangle lies in the region. So

\[
\mathbf A_{\mathbf R'}=\mathbf A_{\mathbf R}-\nabla\Phi,\qquad \phi_{\mathbf R'}=\phi_{\mathbf R}-\phi_{\mathbf R}(\mathbf R')+\partial_t\Phi. \tag{11}
\]

The program asserts both relations with \(\Phi\) from a two-dimensional quadrature of \(\mathbf B\). In static fields exact levels move only by \(-q\phi_{\mathbf R}(\mathbf R')\), while the individual terms of (9) and (10) change.

The simplest case is a uniform \(\mathbf B=B\hat{\mathbf z}\) with the centre moved from the origin to \(d\,\hat{\mathbf x}\). Since \(\hat{\mathbf z}\times\hat{\mathbf x}=\hat{\mathbf y}\), the new potential is \(\tfrac12\mathbf B\times\mathbf r-\tfrac12Bd\,\hat{\mathbf y}\), and the term linear in \(\mathbf A\) gains \(+(qBd/2m)\,p_y\). Take an eigenstate \(|0\rangle\) of \(H_0=p^2/2m+V\) and of \(L_z\) about the origin, so that \(\langle x\rangle=0\). The diamagnetic expectation value \((q^2B^2/8m)\langle(x-d)^2+y^2\rangle\) gains \(q^2B^2d^2/8m\). For local \(V\), \([H_0,y]=-ip_y/m\), hence \(\langle n|p_y|0\rangle=im(\mathcal E_n-\mathcal E_0)\langle n|y|0\rangle\). This vanishes for \(\mathcal E_n=\mathcal E_0\), so there is no first-order change. The cross term with \(L_z\) vanishes in second order because \(L_z\) connects \(|0\rangle\) to no other state. What remains is

\[
\Big(\frac{qBd}{2m}\Big)^2\sum_{n}{}'\frac{|\langle n|p_y|0\rangle|^2}{\mathcal E_0-\mathcal E_n}=-\Big(\frac{qBd}{2}\Big)^2\sum_n(\mathcal E_n-\mathcal E_0)|\langle n|y|0\rangle|^2=-\frac{q^2B^2d^2}{8m}.
\]

The last step is the Thomas–Reiche–Kuhn sum rule: inserting a complete set shows that the sum is \(\tfrac12\langle[y,[H_0,y]]\rangle\), and \(\tfrac12[y,-ip_y/m]=1/2m\). The gain is cancelled exactly. Only the sum of diamagnetic and second-order paramagnetic parts is independent of the centre. The cancellation uses completeness and the relation between the matrix elements of \(p_y\) and \(y\), and in a finite basis both fail in general. What is left for such a state is the spurious remainder \((q^2B^2d^2/8m)\big[1-(2/m)\sum_n{}'|\langle n|p_y|0\rangle|^2/(\mathcal E_n-\mathcal E_0)\big]\), proportional to \(d^2\). It is this momentum form of the sum that the basis has to exhaust; the sum over \(|\langle n|y|0\rangle|^2\) can equal \(1/2m\) while the bracket is far from zero. This is the practical reason to put the centre at the symmetry point of the state where there is one; London orbitals address the same problem in molecules by attaching the phase of (11) to each basis function.

## Worked example

The model is an electron, \(q=-1\), \(m=1\), in the isotropic well \(V=\tfrac12\omega^2r^2\) with \(\omega=0.5\) hartree, spin omitted, in the static fields

\[
\mathbf E=(-\tfrac12gx,\,-\tfrac12gy,\,E_0+gz),\qquad \mathbf B=(-\tfrac12bx,\,-\tfrac12by,\,B_0+bz),
\]

with round parameters \(E_0=0.02\), \(g=0.005\), \(B_0=0.05\), \(b=0.01\) au. These are very strong fields, \(E_0=1.03\times10^{10}\) V/m and \(B_0=1.18\times10^4\) T, chosen so that all couplings are visible in one level. Both fields have diagonal traceless gradients, so they have no divergence and no curl, and (8) ends at \(n=1\). The centre is the origin, and \(\rho^2=x^2+y^2\).

The dipole term is \(+E_0z\). The quadrupole term is \(-\tfrac q2x_ix_j\partial_jE_i=\tfrac g2(z^2-\tfrac12\rho^2)\). The magnetic dipole term is \(\tfrac12B_0L_z\). With diagonal \(G\) the magnetic quadrupole contains only \(x_lL_l\) with equal indices, which commute, so it is \(\tfrac16\cdot2b\,[zL_z-\tfrac12(xL_x+yL_y)]\); the identity \(\mathbf x\cdot\mathbf L=0\) gives \(xL_x+yL_y=-zL_z\), and the term becomes \(\tfrac b3\cdot\tfrac32zL_z=\tfrac12b\,zL_z\). For the quadratic terms, \(\mathbf B_1=-\tfrac b2\mathbf x+\tfrac32bz\,\hat{\mathbf z}\), so \(\mathbf B_1\times\mathbf x=\tfrac32bz\,\hat{\mathbf z}\times\mathbf x\), with \(|\hat{\mathbf z}\times\mathbf x|^2=\rho^2\). The three terms are \(\tfrac18B_0^2\rho^2\), \(\tfrac16\cdot\tfrac32B_0b\,z\rho^2=\tfrac14B_0b\,z\rho^2\) and \(\tfrac1{18}\cdot\tfrac94b^2z^2\rho^2=\tfrac18b^2z^2\rho^2\).

Consider the state \((|100\rangle+i|010\rangle)/\sqrt2\) in the labels \(|n_xn_yn_z\rangle\), with \(m_l=+1\) and energy \(5\omega/2=1.25\) hartree. Every coupling commutes with \(L_z\), and the other two states of the shell have \(m_l=0,-1\), so nondegenerate perturbation theory applies. From \(\langle n|x^2|n\rangle=(n+\tfrac12)/\omega\), \(\langle z^2\rangle=1/2\omega=1\) bohr² and \(\langle\rho^2\rangle=\tfrac3{2\omega}+\tfrac1{2\omega}=2/\omega=4\) bohr². Orders are counted with all four field parameters scaled by a common factor.

In first order the magnetic dipole gives \(B_0/2=0.025\) hartree and the quadrupole gives \(\tfrac g2(1-2)=-g/4\omega=-0.0025\) hartree. The terms odd in \(z\) have zero expectation value.

In second order, the dipole and magnetic quadrupole act on the state as \((E_0+\tfrac b2)z\). Since \(z|0\rangle=(2\omega)^{-1/2}|1\rangle\) and the excitation costs \(\omega\), they give \(-(E_0+\tfrac b2)^2/2\omega^2\), which splits into three parts:

\[
-\frac{E_0^2}{2\omega^2}=-\frac{0.02^2}{2(0.5)^2}=-0.0008,\qquad
-\frac{E_0b}{2\omega^2}=-\frac{0.02\times0.01}{2(0.5)^2}=-0.0004,\qquad
-\frac{b^2}{8\omega^2}=-\frac{0.01^2}{8(0.5)^2}=-0.00005 .
\]

The cross term has a simple reading: \(E_0\) displaces the electron to \(\langle z\rangle=-E_0/\omega^2\), where the field along \(z\) is lower by \(bE_0/\omega^2\), and half of this times \(m_l\) is the change of the Zeeman energy.

The quadrupole in second order follows from the exact frequencies with \(g\) alone, \(\omega_z^2=\omega^2+g\) and \(\omega_\rho^2=\omega^2-g/2\), in \(\mathcal E=\tfrac12\omega_z+2\omega_\rho\). With \(\sqrt{1+u}=1+u/2-u^2/8+\dots\), the linear terms are \(g/4\omega-g/2\omega=-g/4\omega\), as found above, and the quadratic terms are \(-g^2/16\omega^3-g^2/16\omega^3=-g^2/8\omega^3=-0.005^2/(8\times0.5^3)=-0.000025\) hartree. There is no cross term between the quadrupole and the terms linear in \(z\), because they lead to states of opposite parity in \(z\), and none with \(L_z\).

The diamagnetic term gives \(B_0^2\langle\rho^2\rangle/8=0.05^2\times4/8=0.00125\) hartree, one twentieth of the magnetic dipole term even at this field. The mixed term \(z\rho^2\) averages to zero and first contributes in third order. The last term gives \(b^2\langle z^2\rangle\langle\rho^2\rangle/8=0.01^2\times1\times4/8=+0.00005\) hartree, the average factorizing because the state is a product of a \(z\) part and an \(xy\) part. It cancels the \(-0.00005\) above. The cancellation is special to \(|m_l|=1\): for the lowest state of given \(m_l\), with \(|m_l|\) quanta in the plane and \(\langle\rho^2\rangle=(|m_l|+1)/\omega\), the two terms are \(-b^2m_l^2/8\omega^2\) and \(b^2(|m_l|+1)/16\omega^2\), and \(2m_l^2=|m_l|+1\) holds only for \(|m_l|=1\). The program asserts each of the eight terms against a numerical expectation value or sum over states. The total is

\[
1.25+0.025-0.0025-0.0008+0.00125-0.0004-0.000025-0.00005+0.00005=1.272525\ \text{hartree}.
\]

Diagonalization on a grid, with the potentials computed from the line integrals (1), gives 1.2725055 hartree, a field shift of 0.0225055 hartree or 0.612 eV. The exact level lies \(1.95\times10^{-5}\) hartree below the second-order sum, about one part in a thousand of the field shift. The six second-order terms nearly cancel and add up to only \(+0.000025\) hartree, comparable with this residual, so at these fields the first-order sum, 1.2725 hartree, happens to lie closer to the exact level than the second-order sum. With all fields scaled by 0.5 and 0.25 this residual is \(-2.405\times10^{-6}\) and \(-2.983\times10^{-7}\) hartree. The ratio 8.06 is close to the factor 8 of a cubic remainder, which the program asserts, so the first- and second-order sums have no net error as large as the smallest term listed; such an error would pull the ratio towards 2 or 4, outside the asserted range 7 to 9. The ratio sees only the sums: a pair of terms that cancel, like the two of size \(0.00005\), could be left out without changing it. The residual is an error of perturbation theory and not of the multipole expansion, which is exact for these linear fields.

The four lowest levels, 0.74982994, 1.22330916, 1.25485471 and 1.27250549 hartree with \(m_l=0,-1,0,+1\), were recomputed in three other ways. The Hamiltonian assembled from the operators in (9) and (10) is the same gauge in expanded form and checks the coefficients. A Landau-type gauge \(\mathbf A=(-y(B_0+bz),\,0,\,-\tfrac12bxy)\) is independent of (1); its curl is \((\partial_yA_z,\ \partial_zA_x-\partial_xA_z,\ -\partial_yA_x)=(-\tfrac12bx,\ -by+\tfrac12by,\ B_0+bz)\), the required field. The third is (1) with the centre \(\mathbf R'=(1,0,0.5)\) bohr, off the symmetry axis. There (11) predicts the offset \(-q\phi(\mathbf R')=\phi(\mathbf R')\), with \(\phi=-E_0z-\tfrac g2(z^2-\tfrac12\rho^2)\):

\[
-0.02\times0.5-\tfrac12\times0.005\times\big(0.5^2-\tfrac12\times1^2\big)=-0.009375\ \text{hartree}.
\]

The \(m_l=+1\) level appears at \(1.27250549-0.009375=1.26313049\) hartree, and the other three move by the same amount. The largest absolute deviations from the reference levels are \(2.7\times10^{-15}\), \(7.1\times10^{-15}\) and \(2.4\times10^{-15}\) hartree in the three cases, the size of rounding error in double precision.

With \(B_0\) alone and the centre moved by \(d=1\) bohr along \(x\), the first-order term stays at 0.025 hartree, the diamagnetic term rises from 0.00125 to 0.0015625 hartree, and the second-order paramagnetic term goes from zero to \(-0.0003125\) hartree, in agreement with \(B_0^2d^2/8=0.05^2/8=0.0003125\) hartree. In the oscillator \(p_y\) connects only neighbouring shells, so the basis exhausts the sum rule. A calculation that kept the shifted diamagnetic term and omitted the second-order paramagnetic one would overestimate the \(B^2\) shift of this level by a quarter of its true value.

## Computed values

```
generic field: R=[ 0.3 -0.2  0.1] bohr, r=[ 1.1  0.7 -0.6] bohr, t=0.4 au
phi(r)=0.137087 au, A(r)=[-0.217218  0.16875  -0.031285] au
recovery errors: E 9.3e-13 au, B 2.1e-13 au
non-Maxwell remainders: |dE|=0.9936 au, |dB|=1.4162 au
div A(r)=0.270199 au
second centre [-0.4  0.5  0.6] bohr: triangle flux=-0.463134 au
series through n=0: error order phi 2.00, A 2.00
series through n=1: error order phi 3.00, A 3.00
series through n=2: error order phi 4.00, A 4.00
series through n=3: error order phi 5.00, A 5.00
div E(R)=0.9190 au: error order with trace term 3.00, without 1.99
model: q=-1.0 e, m=1 me, w=0.5 Eh, E0=0.02 au, g=0.005 au, B0=0.05 au, b=0.01 au
E0=1.0284e+10 V/m, B0=1.1753e+04 T
unperturbed ml=+1: E=1.250000 Eh, <z^2>=1.0000, <rho^2>=4.0000 bohr^2
magnetic dipole B0/2: +0.0250000 Eh
quadrupole -g/(4w): -0.0025000 Eh
dipole^2 -E0^2/(2w^2): -0.0008000 Eh
diamagnetic B0^2/(4w): +0.0012500 Eh
E1-M2 cross -E0 b/(2w^2): -0.0004000 Eh
quadrupole^2 -g^2/(8w^3): -0.0000250 Eh
M2^2 -b^2/(8w^2): -0.0000500 Eh
gradient diamagnetic b^2/(8w^2): +0.0000500 Eh
sum through second order: 1.2725250 Eh; diagonalization: 1.2725055 Eh
field shift of ml=+1: 0.0225055 Eh = 0.61241 eV
residual at field scale 1, 0.5, 0.25: -1.951e-05, -2.405e-06, -2.983e-07 Eh
residual ratio 0.5 vs 0.25: 8.06
level 0: <Lz>=-0.0000, centre 0: 0.74982994 Eh, centre R': 0.74045494 Eh
level 1: <Lz>=-1.0000, centre 0: 1.22330916 Eh, centre R': 1.21393416 Eh
level 2: <Lz>=-0.0000, centre 0: 1.25485471 Eh, centre R': 1.24547971 Eh
level 3: <Lz>=+1.0000, centre 0: 1.27250549 Eh, centre R': 1.26313049 Eh
R'=[1.  0.  0.5] bohr, offset -q phi(R')=-0.0093750 Eh
max deviation: multipole 2.7e-15, Landau 7.1e-15, shifted 2.4e-15 Eh
uniform B, centre x=0.0 bohr: para1 0.0250000, dia 0.0012500, para2 -0.0000000 Eh
uniform B, centre x=1.0 bohr: para1 0.0250000, dia 0.0015625, para2 -0.0003125 Eh
q^2 B0^2 d^2/8=0.0003125 Eh
```
